\section*{Average and differential adsorption energy: does the next molecule bind?}

\section{The argument under comment}

The argument concerns carbon monoxide on Pt(111). Carbonyl precursors release this molecule as a ligand, and what stays on the surface occupies sites that the next precursor pulse needs. The author takes a model of the adlayer, computes the average adsorption energy per molecule at three coverages, and finds
\begin{equation}
E_{\rm avg}=-1.50,\quad -1.05,\quad -0.60\ \text{eV}
\quad\text{at}\quad \theta=\tfrac13,\ \tfrac23,\ 1 .
\label{eq:data}
\end{equation}
Here $\theta$ is the number of molecules per surface Pt atom, and a negative energy means binding. The author then reasons: ``The adsorption energy weakens with coverage but stays negative. Each further molecule is therefore bound, and the surface fills to a complete monolayer.''

I accept the three numbers. The question is whether the second sentence follows from the first.

\section{Which energy difference answers the question}

Let the surface have $M$ equivalent sites and carry $N$ molecules, so that $\theta=N/M$. Let $E_{\rm surf}(N)$ be the energy of the relaxed surface with its $N$ molecules in their best arrangement, and $E_{\rm gas}$ that of one gas molecule at rest. The total adsorption energy and its average are
\begin{equation}
E(N)=E_{\rm surf}(N)-E_{\rm surf}(0)-N E_{\rm gas},
\qquad E_{\rm avg}=\frac{E(N)}{N}.
\label{eq:def}
\end{equation}
The average compares the covered surface with the \emph{clean} one. It says whether $N$ molecules together are better off adsorbed than all in the gas.

The next molecule faces a different comparison, because $N$ molecules are adsorbed both before and after it arrives:
\begin{equation}
E(N+1)-E(N)=E_{\rm surf}(N+1)-E_{\rm surf}(N)-E_{\rm gas}.
\label{eq:next}
\end{equation}
The clean surface has cancelled. In terms of averages, the left side is $(N+1)E_{\rm avg}(N+1)-N E_{\rm avg}(N)$. Splitting off one term $E_{\rm avg}(N+1)$ gives
\begin{equation}
E(N+1)-E(N)=E_{\rm avg}(N+1)+N\left[E_{\rm avg}(N+1)-E_{\rm avg}(N)\right].
\label{eq:finite}
\end{equation}
The bracket is the small change that one arrival makes in the average, but it is multiplied by all $N$ molecules already present. The product need not be small.

For a large surface, define the energy per site $G(\theta)=\theta E_{\rm avg}(\theta)$, so that $E(N)=M\,G(N/M)$. One more molecule raises $\theta$ by $1/M$. Where $G$ is smooth, a Taylor expansion gives
\begin{align}
E(N+1)-E(N)&=M\left[G\!\left(\theta+\tfrac1M\right)-G(\theta)\right]\nonumber\\
&=G'(\theta)+\frac{G''(\theta)}{2M}+\dots
\;\longrightarrow\; G'(\theta)\quad (M\to\infty).
\end{align}
The limit is the differential adsorption energy. By the product rule,
\begin{equation}
E_{\rm diff}=\frac{d(\theta E_{\rm avg})}{d\theta}
=E_{\rm avg}+\theta\,\frac{dE_{\rm avg}}{d\theta}.
\label{eq:diff}
\end{equation}
If $E_{\rm avg}<0$, the next molecule is nevertheless unbound in energy when
\begin{equation}
\theta\,\frac{dE_{\rm avg}}{d\theta}>|E_{\rm avg}| .
\label{eq:cond}
\end{equation}
The author's inference therefore needs the slope of $E_{\rm avg}$ as well as its sign. Where $G$ has a corner, the right derivative gives the energy per molecule for adding molecules, and the left derivative the slope that applies when removing them. With attraction, this requires a group that is a small fraction of the layer but large enough for the edges of islands and holes to be negligible; a single molecule can then have a different energy.

Integrating Eq.~(\ref{eq:diff}) from zero coverage, where $G=0$ because $E_{\rm avg}$ is finite, gives
\begin{equation}
E_{\rm avg}(\theta)=\frac1\theta\int_0^\theta E_{\rm diff}(\theta')\,d\theta' .
\label{eq:running}
\end{equation}
The average is a running mean. Strongly bound early molecules can keep it negative after the later ones have begun to raise the total energy.

\section{The author's own model, worked through}

The model behind Eq.~(\ref{eq:data}) has a triangular lattice of sites with at most one molecule on each. An isolated molecule has energy $e_0=-1.5$ eV, and each nearest-neighbour pair costs $w=0.3$ eV. These are rough model values, neither fitted nor computed from first principles. There is no second layer.

Each site has six neighbours and each bond joins two sites, so there are $3M$ bonds. The lattice also has $2M$ small triangles, and every bond belongs to two of them. The repulsion can therefore be shared among triangles, half of each bond going to each side. A triangle holding $n$ molecules contains $n(n-1)/2$ pairs and costs
\begin{equation}
c_n=\frac w2\,\frac{n(n-1)}2:\qquad
c_0=0,\quad c_1=0,\quad c_2=\frac w2,\quad c_3=\frac{3w}2 .
\end{equation}
Join these four values by straight lines to form a function $c(x)$. Its slopes are $0$, $w/2$ and $w$; they increase, so $c$ is convex. Each molecule belongs to six triangles, so the mean occupation of a triangle is $6N/(2M)=3\theta$. For a convex function the mean of $c$ is at least $c$ of the mean, hence
\begin{equation}
\text{repulsion energy}\;\ge\;2M\,c(3\theta).
\end{equation}
The bound is reached. Divide the sites into three sublattices such that every triangle has one site of each, and fill the sublattices one after another. During each stage the triangles hold only two neighbouring values of $n$, between which $c$ is a straight line, so the inequality becomes an equality. The lowest energy per site is thus $G=e_0\theta+2c(3\theta)$. Its derivative is $e_0+6c'(3\theta)$:
\begin{equation}
E_{\rm diff}=
\begin{cases}
e_0=-1.5\ \text{eV}, & 0<\theta<\frac13,\\[2pt]
e_0+3w=-0.6\ \text{eV}, & \frac13<\theta<\frac23,\\[2pt]
e_0+6w=+0.3\ \text{eV}, & \frac23<\theta<1 .
\end{cases}
\label{eq:stairs}
\end{equation}
The steps have a direct reading. A molecule on the first sublattice has no occupied neighbours, one on the second has three, and one on the third has six.

The running mean of this staircase is
\begin{equation}
E_{\rm avg}=e_0,\qquad e_0+3w-\frac w\theta,\qquad e_0+6w-\frac{3w}\theta
\end{equation}
in the three ranges. At $\theta=\frac23$ the second form gives $-1.5+0.9-0.45=-1.05$ eV. At $\theta=1$ the third gives $-1.5+1.8-0.9=-0.60$ eV. These are the author's numbers, and they coexist with a last third of the layer in which every added molecule costs $0.3$ eV.

A cell of 18 sites shows the bookkeeping:
\begin{center}
\begin{tabular}{cccc}
$N$ & pairs & $E(N)$ (eV) & $E_{\rm avg}$ (eV)\\ \hline
6 & 0 & $-9.00$ & $-1.50$\\
12 & 18 & $-12.60$ & $-1.05$\\
18 & 54 & $-10.80$ & $-0.60$
\end{tabular}
\end{center}
The full layer lies $10.80$ eV below the clean surface, which is what its negative average reports. It also lies $12.60-10.80=1.80$ eV \emph{above} the layer with 12 molecules, or $0.30$ eV for each of the last six. At fixed area and zero temperature, with the gas at rest as reference, the model surface stops at $\theta=\frac23$. Rearranging the molecules does not help, since Eq.~(\ref{eq:stairs}) already uses the best arrangement at each coverage.

A positive $E_{\rm diff}$ does not say that a molecule placed there leaves at once. A barrier may hold it in a metastable state. It says that the energy falls when the molecule returns to the gas.

\section{How far the counter-example reaches}

\subsection{Strength of the repulsion}
For the full layer, $E_{\rm avg}=e_0+3w$, while the last molecule has $e_0+6w$. The factor of two arises because the average shares each pair between two molecules, whereas the last arrival brings all six of its pairs with it. The signs are opposite when
\begin{equation}
\frac{|e_0|}6<w<\frac{|e_0|}3,\qquad\text{here}\quad 0.25<w<0.50\ \text{eV}.
\label{eq:window}
\end{equation}
With $w=0.2$ eV the last molecule would have $-0.3$ eV, and the author's conclusion would be right in energy, though still not for the reason given. With $w=0.6$ eV the full layer would have a positive average, $+0.3$ eV, and the average would give the warning itself. Even then it would warn late: at $\theta=\frac23$ the average is $e_0+\frac32w=-0.6$ eV, while the next molecule costs $e_0+6w=+2.1$ eV.

\subsection{A disordered layer}
The staircase might suggest that the effect depends on perfect order. Take instead $N$ molecules placed at random. The two ends of a bond are both occupied with probability $N(N-1)/[M(M-1)]$, which tends to $\theta^2$ on a large surface. With three bonds per site,
\begin{equation}
G=e_0\theta+3w\theta^2,\qquad
E_{\rm avg}=e_0+3w\theta,\qquad
E_{\rm diff}=e_0+6w\theta .
\label{eq:random}
\end{equation}
This is the mean energy when $kT\gg w$ at fixed coverage, not the energy of the best arrangement. With $w=0.3$ eV, $kT$ equals $w$ only near $3500$ K, far above desorption, so the random layer is a limiting case; a layer equilibrated at room temperature follows Eq.~(\ref{eq:stairs}). $E_{\rm diff}$ changes sign at $\theta=|e_0|/(6w)=0.83$, where $E_{\rm avg}=e_0/2=-0.75$ eV. The average would vanish only at twice that coverage, which a single layer cannot reach. At $\theta=1$ Eqs.~(\ref{eq:stairs}) and (\ref{eq:random}) agree, as they must: a full layer has one arrangement, and all arrangements with a single empty site are equivalent, so removing the last molecule involves the same two energies in both cases.

\subsection{Attraction}
If $w<0$, the random layer has $E_{\rm diff}<E_{\rm avg}$, and the error can run the other way: with $e_0>0$, the average may be positive while the next molecule binds. The best arrangement behaves differently. $N$ molecules have at most $3N$ pairs, so $E\ge N(e_0+3w)$, and a large compact island reaches this value apart from its edge. Then $G$ is a straight line and $E_{\rm diff}=E_{\rm avg}=e_0+3w$. The two energies coincide when molecules join islands of constant density on an otherwise empty surface.

\section{Temperature and pressure}

The author speaks of a surface that ``fills'', which is a statement about equilibrium with a gas. For this even a negative $E_{\rm diff}$ is not sufficient. Let $F_{\rm vib}$ be the vibrational free energy of an adsorbed molecule, taken as independent of coverage, and $\mu$ the chemical potential of the gas measured from $E_{\rm gas}$. An arrangement of $N$ molecules with adsorption energy $E$ has the weight
\begin{equation}
\exp\left[-\frac{E+Ns}{kT}\right],\qquad s=F_{\rm vib}-\mu .
\label{eq:weight}
\end{equation}
When $kT$ is small compared with the jumps between the steps in Eq.~(\ref{eq:stairs}), a step is nearly full if $E_{\rm diff}+s$ is negative by several $kT$, and nearly empty if it is positive by several $kT$.

For an ideal gas of rigid linear rotors with one vibration,
\begin{equation}
\mu=kT\ln\frac{p\Lambda^3}{kT}-kT\ln\frac{kT}{B}+F_{\rm vib}^{\rm gas},
\qquad \Lambda=\frac{h}{\sqrt{2\pi mkT}},\quad B=\frac{\hbar^2}{2I},
\end{equation}
where $m$ is the molecular mass and $I$ the moment of inertia. Each harmonic mode contributes $\frac12\hbar\omega+kT\ln(1-e^{-\hbar\omega/kT})$ to a vibrational free energy. The rough inputs are a bond length of $0.113$ nm, a gas mode at $2170$ cm$^{-1}$, and adsorbate modes at $2100$, $470$, $400$ (twice) and $50$ cm$^{-1}$ (twice). At $p=1$ Torr,
\begin{align}
150\ \text{K}:&\quad s=0.189+0.182=0.371\ \text{eV}, & e_0+3w+s&=-0.229\ \text{eV},\nonumber\\
300\ \text{K}:&\quad s=0.124+0.561=0.685\ \text{eV}, & e_0+3w+s&=+0.085\ \text{eV}.
\end{align}
At 150 K the second sublattice fills and the third does not. At 300 K the second no longer fills, although its $E_{\rm diff}$ is $-0.6$ eV. Summing the weight (\ref{eq:weight}) over all arrangements on 18 periodic sites gives coverages of $0.667$ and $0.357$; a 9-site cell gives $0.667$ and $0.355$. The third digit at 300 K depends on the cell; a large surface gives about $0.356$.

The excess over $\frac13$ at 300 K can be estimated. With the first sublattice full, each remaining site costs $0.085$ eV, or $3.3\,kT$. Treated as independent, these sites are occupied with probability $1/(e^{3.3}+1)\approx0.036$. They are two thirds of all sites, which adds about $0.02$.

The crossover follows from a symmetry. Write the occupation of site $i$ as $n_i=\frac12+\sigma_i$, with $\sigma_i=\pm\frac12$. On a bond, $n_in_j=\frac14+\frac12(\sigma_i+\sigma_j)+\sigma_i\sigma_j$. Each site lies on six bonds, so the middle term sums to $3\sum_i\sigma_i$, and
\begin{equation}
E+Ns=\text{const}+(e_0+3w+s)\sum_i\sigma_i+w\sum_{\rm bonds}\sigma_i\sigma_j .
\end{equation}
If the first bracket vanishes, reversing every $\sigma_i$ changes nothing. The mean of $\sigma_i$ is then zero and $\theta=\frac12$. Solving $e_0+3w+s(T)=0$ numerically at 1 Torr gives $T=259$ K.

\section{The model beside the real surface}

CO molecules on Pt(111) do repel at high coverage, but $e_0$ and $w$ are rough inputs, and the plateaus at $\frac13$ and $\frac23$ belong to the model. So do the coverage of $0.36$ at 300 K and the crossover at 259 K: the real surface reaches $\theta=\frac12$ at room temperature at pressures far below 1 Torr. By Eq.~(\ref{eq:window}), a $w$ below $0.25$ eV would already make the last molecule bound. The assumption that fails most clearly is that of equivalent sites: CO also occupies bridge positions between Pt atoms, and crowded molecules can tilt. I have not computed these effects. The margin is known, however: they would have to lower the energy of the last molecule by $0.3$ eV to reverse its sign. Spread over its six second neighbours, this is an attraction of $0.05$ eV each, about ten times the direct interaction of two free upright CO molecules at that distance of $0.48$ nm (below $0.01$ eV in size), so it would have to come through the substrate, which the model leaves out. Since $w$ itself lies close to the threshold of $0.25$ eV and is only roughly known, the sign for the last molecule on the real surface is not settled by this model. To bring the full layer below the one at $\theta=\frac23$, the attraction would have to exceed $0.10$ eV each, because every new second-neighbour pair is shared by two of the added molecules. Dipole forces beyond nearest neighbours act the other way. For upright dipoles of $0.2$ D at the Pt spacing of $0.277$ nm, with the field doubled by the image in an ideal metal (which assumes a dipole height small beside the distance between molecules), a lattice sum gives a further repulsion of about $0.01$ eV. A weakly held second layer is also left out. The gas term $s$ is much larger than this dipole term: at 300 K and 1 Torr it exceeds the $0.6$ eV by which a molecule on the middle step of Eq.~(\ref{eq:stairs}) is bound.

\section{What the author can extract from the same data}

No new calculation is needed to repair the analysis. Between two coverages on the same surface area, with the same gas reference, the mean differential energy is
\begin{equation}
\overline{E}_{\rm diff}=\frac{\theta_2E_{\rm avg}(\theta_2)-\theta_1E_{\rm avg}(\theta_1)}{\theta_2-\theta_1}.
\label{eq:rule}
\end{equation}
The data in Eq.~(\ref{eq:data}) give
\begin{align}
\tfrac13\to\tfrac23:&\quad \frac{-0.70+0.50}{1/3}=-0.60\ \text{eV},\\
\tfrac23\to1:&\quad \frac{-0.60+0.70}{1/3}=+0.30\ \text{eV}.
\end{align}
A positive value shows that at least part of the interval is uphill. A negative value does not show that all of it is downhill, because a mean can hide a change of sign; a finer set of coverages is then needed. The claim of a complete monolayer should be withdrawn for this model. Any claim about uptake should state the temperature and pressure, and should compare $E_{\rm diff}$, not $E_{\rm avg}$, with $-s$. For well-separated steps such as those in Eq.~(\ref{eq:stairs}), the sign of $E_{\rm diff}+s$ decides whether a step fills only when its size is several $kT$. Closer to zero the step is partly filled, and the coverage requires a sum over arrangements with the weight (\ref{eq:weight}).
